\section*{Pseudomomentum Separation and the Outer Well of a Neutral Pair}

\section{Definitions and conventions}

Particle 1 has charge $q_1=+e$ and mass $m_1$; particle 2 has charge $q_2=-e$ and mass $m_2$, with $e>0$. They move non-relativistically in a uniform field $\mathbf B=B\hat{\mathbf z}$, $B>0$. Spin, annihilation, radiation and relativistic corrections are left out. SI units are used, with
\begin{equation}
k=\frac{e^2}{4\pi\varepsilon_0},\quad M=m_1+m_2,\quad \mu=\frac{m_1m_2}{M},\quad
\mathbf r=\mathbf r_1-\mathbf r_2,\quad \mathbf R=\frac{m_1\mathbf r_1+m_2\mathbf r_2}{M}.
\end{equation}
The vector $\mathbf r$ points from the negative to the positive charge, so the electric dipole moment is $\mathbf d=e\mathbf r$. In the symmetric gauge, $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$, the kinetic momenta and the Hamiltonian are
\begin{equation}
\boldsymbol\pi_i=\mathbf p_i-\frac{q_i}{2}\mathbf B\times\mathbf r_i,\qquad
H=\frac{\boldsymbol\pi_1^2}{2m_1}+\frac{\boldsymbol\pi_2^2}{2m_2}-\frac{k}{r}.
\end{equation}

\section{The conserved pseudomomentum}

With $\mathbf v_i=\boldsymbol\pi_i/m_i$, the equations of motion are $\dot{\boldsymbol\pi}_i=q_i\mathbf v_i\times\mathbf B+\mathbf F_i$, where the Coulomb forces satisfy $\mathbf F_1+\mathbf F_2=0$. Since $\frac{d}{dt}(q_i\mathbf B\times\mathbf r_i)=-q_i\mathbf v_i\times\mathbf B$, the magnetic forces are total time derivatives, and
\begin{equation}
\hat{\mathbf K}=\sum_i\left(\boldsymbol\pi_i+q_i\mathbf B\times\mathbf r_i\right)
=\sum_i\left(\mathbf p_i+\frac{q_i}{2}\mathbf B\times\mathbf r_i\right)
=\mathbf P+\frac e2\mathbf B\times\mathbf r
\end{equation}
is conserved, with $\mathbf P=\mathbf p_1+\mathbf p_2$. One particle contributes $p_x-qBy/2$ to $\hat K_x$ and $p_y+qBx/2$ to $\hat K_y$. The commutator of these two is $\frac{qB}{2}[p_x,x]-\frac{qB}{2}[y,p_y]=-i\hbar qB$, so
\begin{equation}
[\hat K_x,\hat K_y]=-i\hbar B(q_1+q_2)=0 .
\end{equation}
The component $\hat K_z=P_z$ commutes with both. Neutrality is therefore what allows all three components to have definite values at once. For a charged pair $\hat{\mathbf K}$ is still conserved, but the separation below fails.

\section{Separation}

Let $\mathbf P=-i\hbar\nabla_{\mathbf R}$ at fixed $\mathbf r$ and $\mathbf p=-i\hbar\nabla_{\mathbf r}$ at fixed $\mathbf R$. The eigenvalue equation $\hat{\mathbf K}\psi=\mathbf K\psi$ reads $\mathbf P\psi=(\mathbf K-\frac e2\mathbf B\times\mathbf r)\psi$, with the solution
\begin{equation}
\psi=\exp\left\{\frac i\hbar\left[\mathbf K-\frac e2\mathbf B\times\mathbf r\right]\cdot\mathbf R\right\}\varphi(\mathbf r).
\end{equation}
Moving the operators through the phase factor replaces $\mathbf P$ by $\mathbf K-\frac e2\mathbf B\times\mathbf r$. Because $(\mathbf B\times\mathbf r)\cdot\mathbf R=\mathbf r\cdot(\mathbf R\times\mathbf B)$, the gradient of the phase with respect to $\mathbf r$ replaces $\mathbf p$ by $\mathbf p-\frac e2\mathbf R\times\mathbf B=\mathbf p+\frac e2\mathbf B\times\mathbf R$.

The chain rule gives $\mathbf p_1=\frac{m_1}{M}\mathbf P+\mathbf p$ and $\mathbf p_2=\frac{m_2}{M}\mathbf P-\mathbf p$, while $\mathbf r_1=\mathbf R+\frac{m_2}{M}\mathbf r$ and $\mathbf r_2=\mathbf R-\frac{m_1}{M}\mathbf r$. Hence
\begin{align}
\boldsymbol\pi_1&\to\frac{m_1}{M}\left(\mathbf K-\frac e2\mathbf B\times\mathbf r\right)+\mathbf p+\frac e2\mathbf B\times\mathbf R-\frac e2\mathbf B\times\left(\mathbf R+\frac{m_2}{M}\mathbf r\right)\nonumber\\
&=\mathbf p+\frac{m_1}{M}\mathbf K-\frac e2\mathbf B\times\mathbf r,\\
\boldsymbol\pi_2&\to\frac{m_2}{M}\left(\mathbf K-\frac e2\mathbf B\times\mathbf r\right)-\mathbf p-\frac e2\mathbf B\times\mathbf R+\frac e2\mathbf B\times\left(\mathbf R-\frac{m_1}{M}\mathbf r\right)\nonumber\\
&=-\mathbf p+\frac{m_2}{M}\mathbf K-\frac e2\mathbf B\times\mathbf r .
\end{align}
The coordinate $\mathbf R$ has dropped out. In squaring, $\mathbf p\cdot(\mathbf B\times\mathbf r)=(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L$ with $\mathbf L=\mathbf r\times\mathbf p$, since $\nabla\cdot(\mathbf B\times\mathbf r)=0$. The coefficients in $\boldsymbol\pi_1^2/2m_1+\boldsymbol\pi_2^2/2m_2$ are:
\begin{itemize}
\item $\mathbf p^2$: $\frac1{2m_1}+\frac1{2m_2}=\frac1{2\mu}$; the same sum times $e^2/4$ multiplies $(\mathbf B\times\mathbf r)^2$.
\item $\mathbf K^2$: $\frac{m_1}{2M^2}+\frac{m_2}{2M^2}=\frac1{2M}$.
\item $\mathbf p\cdot\mathbf K$: $\frac1M-\frac1M=0$.
\item $\mathbf B\cdot\mathbf L$: $-\frac{e}{2m_1}+\frac{e}{2m_2}$.
\item $\mathbf K\cdot(\mathbf B\times\mathbf r)$: $-\frac{e}{2M}-\frac{e}{2M}=-\frac eM$.
\end{itemize}
With $\mathbf K\cdot(\mathbf B\times\mathbf r)=(\mathbf K\times\mathbf B)\cdot\mathbf r$, the relative Hamiltonian is
\begin{equation}
H_{\mathbf K}=\frac{\mathbf p^2}{2\mu}-\frac e2\left(\frac1{m_1}-\frac1{m_2}\right)\mathbf B\cdot\mathbf L+\frac{e^2(\mathbf B\times\mathbf r)^2}{8\mu}+\frac{\mathbf K^2}{2M}-\frac eM(\mathbf K\times\mathbf B)\cdot\mathbf r-\frac kr .
\label{HK}
\end{equation}
The fifth term is the motional Stark term. It has the form $-\mathbf d\cdot\mathbf E_{\rm mot}$ with $\mathbf E_{\rm mot}=\mathbf K\times\mathbf B/M$.

\section{The gauge-invariant potential}

Define the total and relative kinetic momenta
\begin{align}
\boldsymbol\Pi&=\boldsymbol\pi_1+\boldsymbol\pi_2\to\mathbf K-e\mathbf B\times\mathbf r,\\
\boldsymbol\pi_{\rm rel}&=\frac{m_2\boldsymbol\pi_1-m_1\boldsymbol\pi_2}{M}\to\mathbf p-\frac{q_*}{2}\mathbf B\times\mathbf r,\qquad q_*=e\,\frac{m_2-m_1}{M}.
\end{align}
Then $\boldsymbol\pi_1=\frac{m_1}{M}\boldsymbol\Pi+\boldsymbol\pi_{\rm rel}$ and $\boldsymbol\pi_2=\frac{m_2}{M}\boldsymbol\Pi-\boldsymbol\pi_{\rm rel}$. The cross terms in the kinetic energy are $\pm\frac1{2M}(\boldsymbol\Pi\cdot\boldsymbol\pi_{\rm rel}+\boldsymbol\pi_{\rm rel}\cdot\boldsymbol\Pi)$ and cancel, leaving
\begin{equation}
H_{\mathbf K}=\frac{\boldsymbol\pi_{\rm rel}^2}{2\mu}+V_{\mathbf K}(\mathbf r),\qquad
V_{\mathbf K}(\mathbf r)=\frac{(\mathbf K-e\mathbf B\times\mathbf r)^2}{2M}-\frac kr .
\label{VK}
\end{equation}
The first term of $V_{\mathbf K}$ is the kinetic energy of the centre of mass, which depends on $\mathbf r$ because $\mathbf K$, not $\boldsymbol\Pi$, is conserved.

For an implementation with unequal masses, the well must be sought in (\ref{VK}), not in the scalar terms of (\ref{HK}). Their quadratic coefficients, $e^2/2M$ and $e^2/8\mu$, agree only if $M=4\mu$, that is, $m_1=m_2$. The difference belongs to the kinetic term $\boldsymbol\pi_{\rm rel}^2/2\mu$. Classical equilibria have $\boldsymbol\pi_{\rm rel}=0$ and $\nabla V_{\mathbf K}=0$. For positronium $q_*=0$ and $V_{\mathbf K}$ is the whole potential.

\section{Critical pseudomomentum}

A component $K_z$ adds the constant $K_z^2/2M$, so take $\mathbf K=K\hat{\mathbf y}$ with $K>0$; below, $K$ means the component perpendicular to $\mathbf B$. Define
\begin{equation}
x_0=\frac{K}{eB},\qquad \lambda^3=\frac{kM}{e^2B^2}=\frac{M}{4\pi\varepsilon_0B^2}.
\end{equation}
Since $\mathbf B\times\mathbf r=B(-y,x,0)$,
\begin{equation}
V_K=\frac{e^2B^2}{2M}\left[(x-x_0)^2+y^2\right]-\frac kr .
\end{equation}
The conditions $\partial_yV_K=y(e^2B^2/M+k/r^3)=0$ and $\partial_zV_K=kz/r^3=0$ force $y=z=0$. On the negative $x$ axis both parts of $\partial_xV_K$ are negative, so there is no stationary point. On the positive axis
\begin{equation}
\partial_xV_K=\frac{e^2B^2}{M}(x-x_0)+\frac{k}{x^2}=\frac{e^2B^2}{Mx^2}\left[\lambda^3-f(x)\right],\qquad f(x)=x^2(x_0-x).
\label{slope}
\end{equation}
From $f'=x(2x_0-3x)$, $f$ rises from zero to its maximum $4x_0^3/27$ at $x=2x_0/3$ and then falls. Two stationary points exist if and only if $4x_0^3/27>\lambda^3$. Inserting $x_0=K/(eB)$ gives $K^3>\frac{27}{4}e^3B^3\lambda^3$, or
\begin{equation}
K>K_c=\left(\frac{27Me^3B}{16\pi\varepsilon_0}\right)^{1/3}.
\label{Kc}
\end{equation}
The second derivatives at a stationary point are diagonal. In units of $e^2B^2/M$ they are
\begin{equation}
c_x=1-\frac{2\lambda^3}{x^3}=\frac{3x-2x_0}{x},\qquad c_y=1+\frac{\lambda^3}{x^3},\qquad c_z=\frac{\lambda^3}{x^3},
\end{equation}
where $\lambda^3=x^2(x_0-x)$ was used in $c_x$. The outer point, $x>2x_0/3$, is a minimum in all directions; the inner one is a saddle. At $K=K_c$ they merge into an inflection, which is not a minimum.

\subsection{Closed form for the two points}

Put $x=x_0/3+t$ in $x^3-x_0x^2+\lambda^3=0$:
\begin{equation}
t^3-\frac{x_0^2}{3}t-\frac{2x_0^3}{27}+\lambda^3=0 .
\end{equation}
With $t=\frac{2x_0}{3}\cos\phi$ and $4\cos^3\phi-3\cos\phi=\cos3\phi$, this becomes $\cos3\phi=1-27\lambda^3/(2x_0^3)$. At threshold $x_0^3=27\lambda^3/4$, so the right side is $1-2(K_c/K)^3$. Therefore
\begin{equation}
\cos\theta=1-2\left(\frac{K_c}{K}\right)^3,\quad
x_{\rm out}=\frac{x_0}{3}\left[1+2\cos\frac\theta3\right],\quad
x_{\rm in}=\frac{x_0}{3}\left[1+2\cos\frac{\theta-2\pi}{3}\right],
\end{equation}
with $0<\theta<\pi$. The third root is negative and is discarded.

For $K\gg K_c$ the cubic gives $x_0-x_{\rm out}\approx\lambda^3/x_0^2$ and $x_{\rm in}\approx(\lambda^3/x_0)^{1/2}$. The bracket for $x_{\rm in}$ then subtracts nearly equal numbers. The iteration $x\leftarrow[\lambda^3/(x_0-x)]^{1/2}$ avoids this: its derivative at the root is $x/[2(x_0-x)]$, which is below one for $x<2x_0/3$.

\subsection{The two ways out}

At $x=x_0$, $y=0$, $|z|\to\infty$ the potential tends to zero. The outer minimum lies below this plateau: $V_K(x_0,0,0)=-k/x_0<0$, and by (\ref{slope}) $V_K$ rises from $x_{\rm out}$ to $x_0$. The saddle reaches the plateau when $(x_0-x)^2=2\lambda^3/x$. Together with $x_0-x=\lambda^3/x^2$ this gives $x^3=\lambda^3/2$ and $x_0=3x=3\cdot2^{-1/3}\lambda$. The threshold value is $x_0=3\cdot2^{-2/3}\lambda$, so the crossing occurs at $K=2^{1/3}K_c$. Below it the lowest classical exit leads over the saddle to the Coulomb centre; above it, the lowest exit leads along $\mathbf B$ to separated particles.

\section{Velocity and an external electric field}

In (\ref{VK}) only the first term of $V_{\mathbf K}$ depends on $\mathbf K$. For a normalized bound state of energy $E$, the Hellmann--Feynman theorem gives
\begin{equation}
\frac{\partial E}{\partial K}=\frac{K-eB\langle x\rangle}{M}=\frac{\langle\Pi_y\rangle}{M},
\label{vel}
\end{equation}
the mean centre-of-mass velocity. At the classical minimum it is
\begin{equation}
\frac{eB(x_0-x_{\rm out})}{M}=\frac{eB\lambda^3}{Mx_{\rm out}^2}=\frac1B\,\frac{e}{4\pi\varepsilon_0x_{\rm out}^2},
\end{equation}
the drift speed of either charge in the Coulomb field of the other. In the outer well a large $K$ is thus stored mostly in the separation of the charges, not in motion. For a state bound at the Coulomb centre with $\langle x\rangle\ll x_0$, (\ref{vel}) gives a velocity close to $K/M$ instead.

A uniform electric field $\mathbf E\perp\mathbf B$ exerts no net force on the pair, so $\hat{\mathbf K}$ stays conserved and $-e\mathbf E\cdot\mathbf r$ is added to $H_{\mathbf K}$. Define $\mathbf K'=\mathbf K+M\mathbf B\times\mathbf E/B^2$. Since $(\mathbf B\times\mathbf E)\times\mathbf B=B^2\mathbf E$, one has $\mathbf K'\times\mathbf B/M=\mathbf K\times\mathbf B/M+\mathbf E$. The potential is then $V_{\mathbf K'}+(\mathbf K^2-\mathbf K'^2)/2M$, and criterion (\ref{Kc}) applies to the perpendicular part of $\mathbf K'$. An outer well can therefore be made at $\mathbf K=0$ by a field stronger than $K_cB/M$.

\section{Quantum levels in the well}

Let $\omega_j^2=e^2B^2c_j/(M\mu)$, with the $c_j$ taken at $x_{\rm out}$. Small oscillations with $q_*\ne0$ obey
\begin{equation}
\ddot\xi=-\omega_x^2\xi+\Omega\dot\eta,\qquad \ddot\eta=-\omega_y^2\eta-\Omega\dot\xi,\qquad \Omega=\frac{q_*B}{\mu},
\end{equation}
where $\xi,\eta$ are the displacements along $x,y$. A time factor $e^{-i\omega t}$ gives
\begin{equation}
(\omega_x^2-\omega^2)(\omega_y^2-\omega^2)=\Omega^2\omega^2 .
\end{equation}
The two positive roots and $\omega_z$ are the mode frequencies; half their sum times $\hbar$ is the harmonic zero-point energy. For positronium $\Omega=0$ and $M\mu=m_e^2$, so $\hbar\omega_j=(\hbar eB/m_e)\sqrt{c_j}$.

The energy must be compared with the pair threshold. At large $|z|$ the transverse motion of positronium is a two-dimensional oscillator of frequency $eB/m_e$, with ground energy $\hbar eB/m_e$.

A well in $V_K$ does not guarantee a localized state. For $q_*\ne0$, $\omega_x$ is not a mode frequency; when $|\Omega|\gg\omega_x,\omega_y$ the lower in-plane mode is close to $\omega_x\omega_y/|\Omega|$, and it sets the level spacing in the well. For muonium at 10 T and $K=1.01K_c$ its quantum is $0.0034$ meV, against a barrier of $0.018$ meV and $\hbar\omega_x=0.041$ meV. As a rough guide for $q_*=0$ only, the height of the saddle above the minimum should exceed $\hbar\omega_x/2$. This ignores the change of the $y$ and $z$ zero-point energies between the two points. At fixed $K/K_c$ the potential scales as $k/\lambda\propto B^{2/3}$ and the quanta as $B$, so quantum effects grow in relative size as $B^{1/3}$. For $B\to0$ at fixed $K/K_c$, $K_c\to0$, but the well recedes as $\lambda\propto B^{-2/3}$ and its depth vanishes.

\section{Worked example: positronium at 10 T}

Here $M=2m_e$, $\lambda=54.708$ nm and $k/\lambda=26.321$ meV. The threshold displacement is $(27/4)^{1/3}\lambda=103.39$ nm, so $K_c=eB\times103.39\ \mathrm{nm}=1.6565\times10^{-25}$ kg\,m/s, or $0.0831\,\hbar/a_0$ with $a_0$ the Bohr radius. Bisection on the sampled potential reproduces $K_c$ within the tested relative tolerance of $10^{-5}$. The corresponding motional field is $9.09\times10^5$ V/m.

For $K=1.5K_c$, $x_0=155.088$ nm, $x_{\rm out}=147.569$ nm and $x_{\rm in}=37.282$ nm. The outer point satisfies the cubic: $147.569^2\times7.519$ and $54.708^3$ both equal $1.637\times10^5$ nm$^3$. Since $e^2B^2/M=k/\lambda^3$,
\begin{align}
V_{\rm out}&=\frac{26.321}{2}\left(\frac{7.519}{54.708}\right)^2-26.321\,\frac{54.708}{147.569}\nonumber\\
&=0.249-9.758=-9.509\ \mathrm{meV}.
\end{align}
The saddle is at $+22.400$ meV. It lies above the plateau, as expected for $1.5>2^{1/3}$.

The quanta along $x,y,z$ are $1.0971$, $1.1868$ and $0.2613$ meV. Half their sum is $1.2726$ meV, which gives a harmonic ground energy of $-8.2367$ meV. Diagonalization in a product oscillator basis centred on the well, with 16 functions per axis, gives $-8.2380$ meV; with 12 per axis the two lowest levels change by less than $10^{-3}$ meV. This basis omits tunnelling to the Coulomb centre, so these are energies of localized states within the model, not the lowest levels of the atom. With the threshold at $1.1577$ meV, the pair is bound by $9.396$ meV against separation along the field.

The first excitation, $0.2544$ meV, is below the harmonic $z$ quantum. Expanding $-k/\sqrt{x^2+z^2}$ gives a softening term $-3kz^4/(8x^5)$. To first order it changes the lowest $z$ spacing by $-\frac98(\hbar\omega_z)^2x_{\rm out}/k$, which is $-0.0079$ meV. The computed change is $-0.0069$ meV; the quartic terms in $x^2z^2$ and $y^2z^2$, to first order, and the cubic terms, to second order, contribute at the same order and are not in this estimate.

The mean displacement along $x$ is $\langle x\rangle=147.693$ nm. Equation (\ref{vel}) then gives a velocity of $6504$ m/s, and the finite-difference slope of the level agrees within the tested relative tolerance of $2\times10^{-3}$. By contrast, $K/M=1.364\times10^5$ m/s, about 21 times larger. The drift speed at the classical minimum, $6612$ m/s, exceeds the mean velocity by $1.7\%$ of the latter because $\langle x\rangle$ lies slightly outside $x_{\rm out}$.

At $K=1.01K_c$ the saddle is $0.084$ meV above the minimum, while $\hbar\omega_x/2=0.297$ meV: the potential has a well, and the rough guide taken literally excludes a localized state. Here, however, the neglected $y$ and $z$ zero-point energies matter more than the bare barrier: added to $V_K(x,0,0)$ at each $x$, they raise the barrier to about $0.35$ meV with a half quantum of about $0.36$ meV, so the guide does not decide this case. At $1.05K_c$ the values are $0.942$ and $0.409$ meV, and the guide allows one. For muonium at the same field $K_c$ is $4.70$ times that of positronium, the cube root of the ratio of total masses. The full values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Positronium, magnetic field B = 10.0 T
length lam = 54.708 nm
energy unit k/lam = 26.321 meV
critical pseudomomentum K_c = 1.65653e-25 kg m/s
K_c in units of hbar/a0 = 0.08312
K_c by bisection / K_c by formula = 1.0000000
K_c/M = 9.0924e+04 m/s
K_c^2/(2M) = 47.004 meV
motional field K_c B/M = 9.0924e+05 V/m
x0 at K_c = 103.392 nm
merging point 2 x0/3 at K_c = 68.928 nm
saddle reaches V = 0 at K/K_c = 1.259921
chosen K/K_c = 1.50
K = 2.48479e-25 kg m/s
x0 = K/(eB) = 155.088 nm
outer minimum x = 147.569 nm
inner saddle x = 37.282 nm
V at outer minimum = -9.5093 meV
V at saddle = 22.4002 meV
harmonic quantum along x = 1.0971 meV
harmonic quantum along y = 1.1868 meV
harmonic quantum along z = 0.2613 meV
harmonic ground energy = -8.2367 meV
diagonalized ground energy = -8.2380 meV
first excitation energy = 0.2544 meV
pair threshold hbar e B/m_e = 1.1577 meV
binding below threshold = 9.3957 meV
mean separation along x = 147.693 nm
K/M = 1.3639e+05 m/s
velocity from mean kinetic momentum = 6503.9 m/s
velocity from slope dE/dK = 6504.4 m/s
drift speed at the minimum = 6612.4 m/s
K/K_c = 1.01: saddle minus minimum = 0.0837 meV, half x quantum = 0.2967 meV
K/K_c = 1.05: saddle minus minimum = 0.9420 meV, half x quantum = 0.4094 meV
K/K_c = 1.50: saddle minus minimum = 31.9095 meV, half x quantum = 0.5486 meV
muonium K_c = 7.78720e-25 kg m/s
muonium K_c / positronium K_c = 4.7009
\end{verbatim}
